Why valence-only pseudo-densities misplace atomic basins, and how frozen cores help

A pseudopotential calculation returns a valence density without the core peak and without the cusp at the nucleus. If p electrons contribute enough, the nucleus becomes a local minimum of that density, and the maxima lie around it. An atom that has given its valence electrons away may have no maximum at all, and then it has no basin. Adding the frozen core density ρc to the valence density ρv puts a maximum back at each nucleus that has core electrons. For a spherical atom the outer maxima vanish as well if

ρv′(r) < |ρc′(r)| for all r > 0.

The cusp of the core secures the first effect but not the second, which depends on how the two slopes compare away from the nucleus.

A basin here is the set of points from which paths of steepest ascent of the density end at the same maximum. In an all-electron density the maxima are normally at the nuclei, so a basin can be called an atom. The surface between two basins is crossed by no gradient line: the normal component of ∇ρ vanishes on it.

**A solvable atom**

Atomic units are used, with densities in e/bohr³. Atom A has independent electrons in the potential −Z/r, in the configuration 1s²2s²2p³ with one electron in each p orbital, so that its density is spherical. Z = 4 is the strength of a model potential, not a count of protons in a neutral atom. Since the electrons do not interact, the core does not respond to the valence electrons, and freezing it is no approximation here.

With x = Zr, the squared normalized orbitals are

1s: (Z³/π) e^(−2x)
2s: (Z³/8π)(1 − x/2)² e^(−x)
2p_z: (Z³/32π) x² cos²θ e^(−x).

The core density is therefore ρc = (2Z³/π) e^(−2x). For n p electrons spread evenly over the three orbitals, cos²θ is replaced by its average 1/3. Two 2s electrons and n such p electrons give

ρv = (Z³/4π) e^(−x) [(1 − x/2)² + n x²/24]
 = (Z³/4π) e^(−x) [1 − x + a x²], a = 1/4 + n/24.

This is the true valence density, before any pseudopotential enters. Its derivative is

dρv/dx = (Z³/4π) e^(−x) [−1 + 2ax − 1 + x − a x²]
 = −(Z³/4π) e^(−x) (x − 2)(ax − 1).

The stationary points are x = 2 and x = 1/a. For n = 3, a = 3/8, and the slope is positive between x = 2 and x = 8/3. There is a minimum at r = 0.500 bohr, with density 0.345, and an outer maximum at r = 0.667 bohr, with density 0.354. The highest maximum is still at the nucleus, where ρv = Z³/4π = 5.093. It comes from the inner lobe of the 2s orbital.

The core hides the weak outer maximum. Its slope with respect to x is −(Z³/4π)·16e^(−2x), so the total density falls wherever

(x − 2)(1 − ax) < 16 e^(−x).

The left side is positive only for 2 < x < 8/3. Its largest value, at the midpoint x = 7/3, is (1/3)(1/8) = 0.042. The right side is at least 16e^(−8/3) = 1.11 on that interval. The all-electron density of this atom thus falls steadily from the nucleus outwards.

**What pseudization removes**

The 2s orbital has a node because it must be orthogonal to 1s. A pseudopotential has no 1s state below the valence level, so its lowest s orbital is nodeless. To build one, keep the true 2s orbital f(r) outside r_c = 0.875 bohr, with the sign that makes it positive there. Inside, use a polynomial in w = 1 − r²/r_c²:

φ = f − (f′r_c/2) w + [(f″r_c² − f′r_c)/8] w² + k w³,

where f, f′ and f″ are taken at r_c. At that radius w = 0, dw/dr = −2/r_c and d²w/dr² = −2/r_c². The slope of φ is then (−f′r_c/2)(−2/r_c) = f′. Its second derivative is f′/r_c + 2(4/r_c²)(f″r_c² − f′r_c)/8 = f″. The cubic term contributes to neither. The last coefficient, k, is fixed by norm conservation: φ must hold the same charge inside r_c as the true orbital. With X = Zr_c = 3.5 this charge is

q = ∫₀^X ½x²(1 − x/2)² e^(−x) dx
 = 1 − e^(−X)(X⁴/8 + X²/2 + X + 1) = 0.113 e

per electron. The condition is quadratic in k, and the root that leaves φ without a node is taken. The potential belonging to φ follows by solving the radial equation for it:

V(r) = E + (φ″ + 2φ′/r)/(2φ), E = −Z²/8 = −2 hartree.

The 2p orbital has no p core state to be orthogonal to. It has no radial node and is left unchanged.

The behaviour at the nucleus can now be compared. For an s orbital in −Z/r, the radial equation contains the two singular terms −φ′/r and −Zφ/r. They must cancel, so φ′(0) = −Zφ(0). Squaring doubles the logarithmic slope, and p densities start as r², so the all-electron density obeys

ρ′(0) = −2Zρ(0).

This cusp makes the nucleus a maximum whatever the valence electrons do.

A pseudopotential that is finite at the origin has no singular term to balance, so φ′(0) = 0. Insert φ = φ(0) + c r². Since φ″ + 2φ′/r = 6c, the radial equation at r = 0 reads −3c + V(0)φ(0) = Eφ(0), which gives

φ = φ(0)[1 + (V(0) − E) r²/3 + …].

The two s electrons and the n p electrons together give

ρv = 2φ(0)² + C r² + …,
C = (4/3) φ(0)² (V(0) − E) + nZ⁵/(96π).

The sign of C decides whether the nucleus is a maximum or a minimum. In the model V(0) = −9.437 hartree and 2φ(0)² = 0.2073 e/bohr³, so the s part is

0.2073 × (2/3) × (−9.437 + 2.000) = −1.03 e/bohr⁵.

The p part for n = 3 is 3 × 4⁵/(96π) = 10.19 e/bohr⁵. Hence C = 9.16 e/bohr⁵, and the nucleus is a minimum. With this r_c the s electrons alone would make it a maximum; a p population above 1.03/(10.19/3) = 0.303 electrons reverses that. The threshold depends strongly on r_c: the same construction gives 1.83 electrons for Zr_c = 3 and 0.011 for Zr_c = 4, and for Zr_c = 5 it gives V(0) > E. A pseudopotential with V(0) > E would give a minimum even without p electrons.

The density at the nucleus has dropped from 5.093 to 0.207, and it now rises to 0.432 at r = 0.412 bohr. In the true valence density the inner 2s lobe filled the hole that p electrons leave at the nucleus. Pseudization takes that lobe away and exposes the hole.

The case n = 0 shows that an s-only valence shell is not safe either. Then a = 1/4, and the true valence density has its outer maximum at x = 4, or r = 1 bohr. This lies outside r_c, where the pseudo-density equals the true one, so the outer maximum survives although the nucleus is also a maximum.

For n = 3 the maximum is a whole sphere of points, a consequence of the spherical symmetry. Such a shell does not define an atomic basin with a single end point. In a molecule the surroundings break the symmetry, and separate maxima can form on the shell, at places where there is no nucleus.

**How much core is needed**

Add a fraction L of the core density:

ρ_L = ρv + Lρc.

At the origin ρv′ = 0 and ρ_L′(0) = −2ZLρc(0). Any L > 0 therefore turns the nucleus into a maximum. Farther out, ρ_L′ = ρv′ − L|ρc′|, which is negative for all r > 0 if and only if

L > L* , L* = max over r of ρv′(r)/|ρc′(r)|, |ρc′| = 2Zρc.

If 0 < L < L*, the slope is negative next to the nucleus, positive near the radius where the ratio is largest, and negative again far out. An outer maximum then coexists with the one at the nucleus. The hole has not been filled; its lowest point has moved outwards.

Evaluating the ratio on a radial grid gives L* = 0.0134, reached at r = 0.268 bohr. About 1.3 % of the core density is enough in this atom. The reason is that the valence density rises where the core is still steep: at r = 0.268 bohr the valence slope is 0.51 e/bohr⁴ and the core slope has the magnitude 38.1 e/bohr⁴. For n = 0 the rise lies farther out, the ratio peaks at r = 0.87 bohr, where the core slope is only 0.31 e/bohr⁴, and L* = 0.39.

This margin belongs to the model and is not a general guarantee. The more compact the core is compared with the rise of the valence density, the larger L* becomes, and if it exceeded 1 the full core would leave an outer maximum. No such case is shown here: for Na, Mg and Cl⁻, with LANL2DZ valence densities and def2-TZVP Hartree–Fock cores, L* is about 0.031, 0.055 and 0.13. A smoothed core density, such as may be used when only the exchange-correlation energy needs correcting, is another case. If it starts as ρc(0) − b r², it has no cusp, and the sum starts with the curvature term (C − b)r². The nucleus is a maximum only if b is large enough; here b > 9.16 e/bohr⁵ suffices. The true core meets no such threshold at the origin, because its density falls linearly in r there, which outweighs any r² term close to the nucleus.

The repair concerns the topology more than the density at the nucleus itself. Core plus pseudo-valence gives 40.95 e/bohr³ at r = 0, against 45.84 for all electrons, which is 11 % lower than the all-electron value. The missing part is the inner 2s lobe, 5.093 − 0.207 = 4.886 e/bohr³. Quantities that depend on the density at the nucleus need the true valence orbital to be reconstructed.

**Two atoms, two maxima, both in the wrong place**

Now place atom B on the z axis, 3 bohr from A. B has Z_B = 3 and has given its one valence electron to the 2p_z orbital of A, the one that points at B. The p populations of A are then 1, 1 and 2, and B keeps its 1s² core. The density of the pair is taken as the sum of the two ionic densities. Polarization and bonding deformation are left out.

The p density of A is proportional to sin²θ + 2cos²θ = 1 + cos²θ, so its valence density is

ρv = h(r) + d(r) cos²θ,
d(r) = (Z⁵/32π) r² e^(−Zr),
h(r) = 2φ(r)² + d(r).

Here h(r) is the spherical valence density of the previous sections. Because d > 0, the density at fixed r is largest on the axis, at θ = 0 and θ = 180°. The former shell maximum splits into two points at z = ±0.461 bohr, with density 0.772 e/bohr³. In the plane z = 0 the density is h(r), and the old shell survives there as a ring of saddle points, with density 0.432 e/bohr³ at r = 0.412 bohr. Nucleus A, with 0.207 e/bohr³, remains a minimum.

Atom B contributes nothing to the valence density. At its nucleus there is just the tail of A, 0.0019 e/bohr³, rising towards A. A path of steepest ascent from nucleus B ends at z = +0.461 bohr. By reflection symmetry the plane z = 0 separates the two basins, and each holds 3 of the 6 valence electrons.

The number of maxima is two, as expected for two atoms, so a count alone would raise no alarm. Yet both maxima belong to A, the dividing surface passes through nucleus A, and nucleus B lies inside a basin of A. Adding 2 core electrons to the populations afterwards would not help, because the surface would stay where it is. The core density has to be added before the gradient paths are followed.

**The repaired pair**

With both cores included, a search on a two-dimensional grid finds maxima at z = 0 and z = 3 bohr, the two nuclei. Between them is a bond critical point, where the slopes of A and B cancel. It lies outside r_c, so the exact 2s orbital can be used there. On the axis the p density is twice that of the spherical atom, equivalent to a = 1/2 in the earlier formula, and (x − 2)(x/2 − 1) = (x − 2)²/2. Multiplying by Z to pass from x to r, the condition is

Z(Z³/4π) e^(−Zr) (Zr − 2)²/2 + 2Zρc(r) = 2Z_B ρ_B,
ρ_B = (2Z_B³/π) e^(−2Z_B(R − r)), R = 3 bohr.

The numerical root is r = 1.915 bohr from A. There Zr = 7.66, and the valence slope of A has the magnitude 0.154 e/bohr⁴. The core of A adds less than 0.0001. On the other side, ρ_B = 0.0256 e/bohr³, and 6 × 0.0256 = 0.154 e/bohr⁴. The total density is 0.080 e/bohr³, of which the core of B supplies about a third. In this pair, then, the boundary depends on the core of B as well as on the tail of A, so this core does more than mark a nucleus.

The dividing surface is found by following steepest descent away from the axis, starting at the bond critical point. Its least distance from A is 1.915 bohr, well outside r_c = 0.875 bohr. This has a useful consequence. Outside r_c the pseudo-orbital equals the true one, so the repaired and all-electron densities are the same there, and so is the surface. Inside r_c the two densities differ, but norm conservation gives them the same integral. The basin populations are therefore the same as well, within this model.

Integration up to the surface gives 2.035 electrons for B and 10 − 2.035 = 7.965 for A. The excess of 0.035 over the two core electrons of B is a balance: some of the tail of A lies in the basin of B, and some of the core of B lies outside it. The argument fails if the surface enters the pseudized region, as it may for short bonds or large r_c. The repaired surface then depends on how the pseudo-orbital was built.

**A molecule with interacting electrons**

Sodium chloride shows which features survive when the orbitals are allowed to respond. Take restricted Hartree–Fock with LANL2DZ pseudopotentials and basis, ten core electrons removed from each atom, Cl at z = 0 and Na at z = 4.5 bohr. The density was sampled on the axis from −2 to 6 bohr.

The valence-only density is nearly zero at the Cl nucleus, 0.00005 e/bohr³. It has axial maxima at −0.99 and 1.00 bohr, the higher of which reaches 0.268 e/bohr³. As in the model, the nucleus lies in a hole, but the cause differs. The LANL2DZ s potential of Cl is not finite at the origin: it diverges as +3/r², so the expansion with a finite V(0) does not apply, and the s-like orbital alone already has its axial maxima near ±0.97 bohr. No p electrons are needed. The hole is deeper here: the density is a sum of squares, so every occupied orbital, the s-like one included, nearly vanishes at the Cl nucleus, whereas the s electrons of the model leave 0.207 e/bohr³ there. The value 0.00005 is not converged: with the same pseudopotentials and an uncontracted even-tempered 9s7p3d basis on each atom it falls to about 2 × 10⁻⁷, and the ccECP pseudopotentials, finite at the origin, give 0.0015 e/bohr³ in their cc-pVTZ basis. On the Na side there is a further difference: a third axial maximum at 4.86 bohr, 0.36 bohr beyond the Na nucleus. It is extremely weak, about 0.000003 e/bohr³, which is less than the 0.000008 e/bohr³ at the Na nucleus itself. In this basis the Na nucleus is therefore not the bottom of a hole beside this maximum. So weak a feature is sensitive to the basis: in the 9s7p3d basis the outer maximum lies at 5.79 bohr with 0.0003 e/bohr³, and with ccECP there is none in this interval, so no general conclusion about the Na side follows from it. The two points beside Cl are maxima along the axis only: in the LANL2DZ basis the density rises across the axis at both, and the shell is highest off the axis, at about 0.269 e/bohr³. The shell is nearly uniform, and the places of its true maxima change with the basis: in the 9s7p3d basis the point at 1.01 bohr is a maximum in all directions, with 0.267 instead of 0.255 e/bohr³.

Now add frozen cores, made from the five lowest orbitals of Cl⁻ and of Na⁺ in all-electron Hartree–Fock calculations with the def2-TZVP basis. The axial maxima in the same interval are then at 0 and 4.50 bohr, as in the all-electron molecule in that basis. The minimum between the nuclei is at 2.60 bohr, against 2.66 bohr for all electrons. Its density is 0.0307 against 0.0335 e/bohr³, or 8 % below the all-electron value. The repaired values are not converged in the valence basis: the 9s7p3d basis moves the minimum to 2.64 bohr and its density to 0.0348 e/bohr³, 4 % above the all-electron value, so the 8 % deficit comes from the small basis. The all-electron values change little, to 2.66 bohr and 0.0336 e/bohr³ in def2-QZVP. Electron correlation is absent from both calculations.
